\section*{Damped Newton Solution of a Floating Sheath, Checked by Its Energy Integral}

\section{Two ways to get a wrong sheath}

Start Newton's method for a floating argon sheath from a straight-line potential. In the example below, the first full step sends the normalized potential to $\chi=-6.43$. The ion density contains $(1+2\chi)^{-1/2}$, and $1+2\chi=-11.9$ there, so the next residual does not exist. The remedy used here is to continue the charge density smoothly to negative $\chi$ and to control the step length.

The second fault is quieter. A residual of $10^{-13}$ shows that the difference equations have been solved, but not that their solution is close to that of the differential equation. The first energy integral provides a check on the discretization: its drift along the profile must shrink with the grid spacing in a way that can be derived.

\section{Model and floating condition}

The sheath is planar, steady, collisionless and source-free. Cold, singly charged ions enter at $x=0$ with density $n_0$ and speed $u_0=Mc_s$, where $c_s=\sqrt{kT_e/m_i}$. The edge is quasineutral, and its potential is $V=0$. Define
\[
\chi=-\frac{eV}{kT_e},\qquad \xi=\frac{x}{\lambda_D},\qquad
\lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_0e^2}} .
\]
Thus $\chi$ is positive at a negative wall. Ion energy conservation, $m_iu^2/2+eV=m_iu_0^2/2$, gives
\[
u^2=u_0^2+\frac{2kT_e}{m_i}\chi=u_0^2\left(1+\frac{2\chi}{M^2}\right).
\]
Continuity, $n_iu=n_0u_0$, then gives $n_i=n_0(1+2\chi/M^2)^{-1/2}$. The electrons obey $n_e=n_0e^{-\chi}$. Poisson's equation is $V_{xx}=-e(n_i-n_e)/\varepsilon_0$. Multiplying it by $-e\lambda_D^2/(kT_e)$ gives
\begin{equation}
\chi''=f(\chi)=\left(1+\frac{2\chi}{M^2}\right)^{-1/2}-e^{-\chi},
\qquad \chi(0)=0,\quad \chi(L)=\chi_w, \label{bvp}
\end{equation}
where primes on $\chi$ mean $d/d\xi$ and $L$ is in Debye lengths.

A floating wall draws no net current. The one-sided flux of a Maxwellian of density $n_0e^{-\chi_w}$ is
\[
n_0e^{-\chi_w}\sqrt{\frac{m_e}{2\pi kT_e}}\int_0^\infty
v\,e^{-m_ev^2/(2kT_e)}dv
=n_0e^{-\chi_w}\sqrt{\frac{kT_e}{2\pi m_e}} .
\]
Equating this to the ion flux $n_0M\sqrt{kT_e/m_i}$ gives
\begin{equation}
\chi_w=\ln\left[\frac1M\sqrt{\frac{m_i}{2\pi m_e}}\right].
\end{equation}
The model neglects the loss of fast electrons from the returning half of the distribution. In the argon example below, including it lowers the edge slope by about 2\% and raises the wall slope by about 0.3\%, so digits beyond that level describe the model, not a real sheath.

For $M\ge1$ and $\chi>0$, $e^{2\chi}>1+2\chi\ge1+2\chi/M^2$. Taking the inverse square root reverses the inequality, so $f>0$. Near the edge,
\begin{equation}
f=\left(1-\frac1{M^2}\right)\chi+
\left(\frac{3}{2M^4}-\frac12\right)\chi^2+O(\chi^3). \label{edge}
\end{equation}
For $M<1$ the charge is therefore negative just inside the sheath; at $M=0.8$ the lowest sampled value is $-0.036\,en_0$. A potential rising from a field-free edge is then impossible, which is the Bohm criterion. From here on $M\ge1$.

\section{Energy integral and choice of solution}

Multiply $\chi''=f(\chi)$ by $\chi'$. The left side is $(\chi'^2/2)'$ and the right side is $dS/d\xi$, where
\begin{equation}
S(\chi)=\int_0^\chi f(s)\,ds
=M^2\left[\sqrt{1+\frac{2\chi}{M^2}}-1\right]+e^{-\chi}-1 .
\end{equation}
Since $S(0)=0$,
\begin{equation}
E=\frac{\chi'^2}{2}-S(\chi)=C,\qquad C=\frac{\chi'(0)^2}{2}. \label{energy}
\end{equation}
The constant is not zero on a finite domain. In a discharge the presheath sets the edge field; in this model the choice of $L$ sets it.

A non-negative solution has $\chi''\ge0$ and $\chi'(0)\ge0$. If $\chi'(0)$ were zero, the initial-value problem would give $\chi\equiv0$, contradicting $\chi_w>0$. Hence $\chi'>0$ throughout, and (\ref{energy}) can be separated:
\begin{equation}
L(C)=\int_0^{\chi_w}\frac{d\chi}{\sqrt{2[S(\chi)+C]}} . \label{length}
\end{equation}
The integrand falls as $C$ grows, and $L(C)<\chi_w/\sqrt{2C}\to0$ for large $C$. As $C\to0$ the integral diverges at its lower end, because $S$ vanishes there at least as fast as $\chi^2$. Each $L$ therefore has one $C$ and one non-negative solution. Equation (\ref{length}) also supplies $C$ by quadrature, independently of Newton's method.

The two edge regimes differ. At $M=1$, $S\simeq\chi^3/3$. Substituting $\chi=(3C)^{1/3}s$ in the edge part of (\ref{length}) gives
\[
L\simeq\frac{3^{1/3}}{\sqrt2}\,C^{-1/6}\int_0^\infty\frac{ds}{\sqrt{1+s^3}}
\qquad(L\to\infty),
\]
so the edge slope $\sqrt{2C}$ falls as $L^{-3}$. For $M>1$, set $\kappa^2=1-1/M^2$. Then $\chi''\simeq\kappa^2\chi$ near the edge, $\chi\propto\sinh\kappa\xi$, and the edge slope falls as $e^{-\kappa L}$.

For trial values $\chi<0$, replace $f$ by its tangent at zero:
\begin{equation}
f(\chi)=\left(1-\frac1{M^2}\right)\chi,\qquad \chi<0. \label{extend}
\end{equation}
Both $f$ and $f'$ are continuous at zero. The continuation adds no negative solution. On an interval where $\chi<0$ with zero end values, (\ref{extend}) makes $\chi''\le0$; a concave function with zero end values is non-negative, a contradiction.

The original $f$ lacks this protection. At $M=1$ and small $C$, a trajectory leaving the edge with slope $-\sqrt{2C}$ turns near $\chi=-(3C)^{1/3}$, returns to zero with slope $+\sqrt{2C}$, and then rises to the wall. Its total length varies continuously with $C$ and diverges as $C\to0$, so for sufficiently large $L$ a second, spurious solution exists.

\section{Difference equations and Newton step}

Use $N$ cells of width $h=L/N$. At the interior nodes,
\begin{equation}
F_i=\frac{\chi_{i+1}-2\chi_i+\chi_{i-1}}{h^2}-f(\chi_i),\qquad
J=D_2-\operatorname{diag}f'(\chi_i), \label{disc}
\end{equation}
where $D_2$ is the second-difference matrix with zero end values and
\[
f'(\chi)=e^{-\chi}-\frac1{M^2}\left(1+\frac{2\chi}{M^2}\right)^{-3/2}
\quad(\chi\ge0),\qquad f'=1-\frac1{M^2}\quad(\chi<0).
\]
The step solves $J\delta=-F$, with $\delta=0$ at both ends.

\begin{verbatim}
chi = straight line from 0 to chi_w
r = rms(F(chi))
while r > tolerance:
    solve J(chi) delta = -F(chi)      # tridiagonal
    lambda = 1
    repeat:
        trial = chi + lambda*delta
        r_new = rms(F(trial))
        if r_new <= (1 - alpha*lambda)*r: leave loop
        lambda = lambda/2
        if lambda < 1e-8: stop with an error
    chi = trial;  r = r_new
check the energy at cell midpoints; refine h
\end{verbatim}

Here $\alpha=10^{-4}$ and the tolerance is $10^{-10}$. A tridiagonal solve takes a number of operations proportional to $N$, as does each residual, and the storage is also $O(N)$. The example needs 9 steps on each grid from 100 to 800 cells, so over this range the cost of a solution grows linearly with $N$.

\section{Why the damped iteration converges}

The lowest eigenvalue of $-D_2$ is
\[
\mu_1=\frac{4}{h^2}\sin^2\frac{\pi h}{2L}\simeq\frac{\pi^2}{L^2}.
\]
Let $m=\max(-f')$. For any vector $w$,
\begin{equation}
w^T(-J)w=w^T(-D_2)w+\sum_i f'(\chi_i)w_i^2\ge(\mu_1-m)\,w^Tw .
\end{equation}
If $\gamma=\mu_1-m>0$, then $-J$ is positive definite for every trial profile and $\|J^{-1}\|\le1/\gamma$. At $M=1$, $L=20$ and $N=400$,
\[
\gamma=0.024674-0.020747=0.003927 .
\]
The margin is small but positive. The lowest eigenvalue of $-J$ met along the actual iteration is $0.0252$.

The discrete solution is also unique. The difference $d$ of two solutions satisfies $(-D_2+\operatorname{diag}a_i)d=0$, where $a_i$ is the average of $f'$ between the two values at node $i$. Since $a_i\ge-m$, this matrix is positive definite and $d=0$. The same averaging for an arbitrary profile gives a usable error bound,
\begin{equation}
\|\chi-\chi_h\|\le\frac{\|F(\chi)\|}{\gamma}, \label{algerr}
\end{equation}
where $\chi_h$ is the discrete solution.

Now let $\Lambda$ be a Lipschitz constant of $f'$. For $\chi>0$, $f''=3M^{-4}(1+2\chi/M^2)^{-5/2}-e^{-\chi}$ is a difference of positive terms no larger than 3 and 1, and for $\chi<0$ it is zero, so $\Lambda=3$ suffices. Taylor's theorem and $J\delta=-F$ give
\[
F(\chi+\lambda\delta)=(1-\lambda)F(\chi)+R,\qquad
|R_i|\le\tfrac12\Lambda\lambda^2\delta_i^2 .
\]
In the Euclidean norm $|\delta_i|\le\|\delta\|$, hence
\begin{equation}
\|F(\chi+\lambda\delta)\|\le(1-\lambda)\|F\|
+\frac{\Lambda\lambda^2}{2\gamma^2}\|F\|^2 . \label{decrease}
\end{equation}
The acceptance condition is met as soon as $\lambda\Lambda\|F\|/(2\gamma^2)\le1-\alpha$. Halving from 1 therefore ends with
\[
\lambda\ge\min\left[1,\frac{(1-\alpha)\gamma^2}{\Lambda\|F\|}\right].
\]
Since $\|F\|$ does not increase, this lower bound holds for the whole run. The residual falls at least geometrically to zero, from any start. Once it is small, $\lambda=1$ is accepted and (\ref{decrease}) leaves a term proportional to $\|F\|^2$: the convergence is quadratic. The rms norm in the pseudocode differs from the Euclidean norm by a factor fixed for each grid, so it makes the same decisions. These statements assume exact arithmetic and a line search without the cutoff at $\lambda=10^{-8}$; for a start with a very large residual the lower bound on $\lambda$ can lie below that cutoff.

At $M=1$ the condition $\pi/L>\sqrt m$ gives $L<\pi/\sqrt{0.020747}=21.8$. Beyond this length the global guarantee is lost, but the solution itself does not become singular. In the continuum, $v=\chi'>0$ satisfies $v''=f'v$. Write any function vanishing at both ends as $w=vg$. Then
\begin{align}
w'^2+f'w^2&=(v'g+vg')^2+vv''g^2\nonumber\\
&=(vv'g^2)'+v^2g'^2 .
\end{align}
The total derivative integrates to zero because $g=0$ at the ends. The remaining integral is positive unless $w=0$. The linearized operator at the solution is thus positive definite for every finite $L$. For a longer domain, a good start can be built by lengthening $L$ in stages.

\section{What the discrete energy should do}

At cell midpoints, form
\begin{equation}
E_h=\frac12\left(\frac{\chi_{i+1}-\chi_i}{h}\right)^2
-S\!\left(\frac{\chi_{i+1}+\chi_i}{2}\right).
\end{equation}
Let $u$ be a smooth function through the discrete solution. Taylor expansion of the second difference gives
\[
u''+\frac{h^2}{12}u''''=f(u)+O(h^4).
\]
Multiply by $u'$ and integrate, using $u'u''''=(u'u'''-u''^2/2)'$:
\begin{equation}
\frac{u'^2}{2}-S(u)=K-\frac{h^2}{12}
\left(u'u'''-\frac{u''^2}{2}\right)+O(h^4), \label{mod}
\end{equation}
with $K$ constant. About a midpoint, the difference quotient is $u'+h^2u'''/24$ and the mean is $u+h^2u''/8$, both to $O(h^4)$. Therefore
\[
E_h=\frac{u'^2}{2}-S(u)+h^2\left(\frac{u'u'''}{24}-\frac{f\,u''}{8}\right)+O(h^4).
\]
Insert (\ref{mod}) and, within the $h^2$ terms, $u''=f$:
\begin{align}
E_h&=K+h^2\left[\left(\frac1{24}-\frac1{12}\right)u'u'''
+\left(\frac1{24}-\frac18\right)u''^2\right]+O(h^4)\nonumber\\
&=K-\frac{h^2}{24}\left(f'\chi'^2+2f^2\right)+O(h^4). \label{drift}
\end{align}
The last line uses $u'''=f'u'$. This gives two criteria. The spread of $E_h$, its maximum minus its minimum, must fall as $h^2$. After adding $(h^2/24)(f'\chi'^2+2f^2)$, the spread must fall as $h^4$. A wrong factor in the charge density of the scheme alone, or in $S$ alone, spoils these criteria, because $S$ is then no longer the integral of the density being solved. The same wrong factor in $f$ wherever it is used, including in $S$, passes unseen.

\section{Argon example}

Take $T_e=3$ eV, $n_0=10^{16}\,\mathrm{m^{-3}}$, $M=1$ and $L=20$. The Debye length is $0.1288$ mm, so the domain is $20\times0.1288=2.58$ mm long. The collisionless model requires an ion mean free path $\ell$ well above this. At $M=1$ that is enough only for the wall field, because the weak field near the sonic edge competes with collisional drag. Adding a drag term, $uu'=\chi'-u^2/\ell$ with $u$ in units of $c_s$ and $\ell$ in Debye lengths, lowers the edge slope found below by about 9\% at $\ell=1000L$ and makes it slightly negative at $\ell=100L$, where the wall slope changes by only 0.3\%. The edge field quoted below therefore belongs to the idealized model rather than to a real discharge. The floating value is $\chi_w=4.679$, or $V_w=-4.679\times3=-14.04$ V relative to the edge. With $c_s=2692$ m/s, the ion current density is $en_0c_s=4.31\,\mathrm{A/m^2}$.

Equation (\ref{length}) gives $C=2.185\times10^{-5}$ and an edge slope $\sqrt{2C}=0.00661$. At the wall,
\[
\chi'(L)=\sqrt{2(1.227653+0.000022)}=1.56696 .
\]
The Newton solution on 800 cells agrees with both the wall slope and the edge slope to the digits shown. The field unit is $3\,\mathrm V/0.12876\,\mathrm{mm}=23.3$ kV/m, so the field magnitudes are 154 V/m at the edge and 36.5 kV/m at the wall. Setting $C=0$ changes the wall slope by about $C/\chi'(L)=1.4\times10^{-5}$. For a domain this long the wall field is thus insensitive to the chosen length, while the edge field is set by it. This holds while $C\ll S(\chi_w)$: the wall slope is $1.569$ at $L=10$ but $1.65$ at $L=5$.

On 400 cells the iteration runs as follows. The first full step lowers the rms residual from $0.279$ to $0.261$ and is accepted, although it reaches $\chi=-6.43$. The next two steps are halved, and all later ones are full. The residual then passes through $1.94\times10^{-4}$, $1.81\times10^{-6}$ and $1.93\times10^{-10}$. Each value divided by the square of its predecessor gives 48 and 59. Quadratic convergence requires this factor to stay bounded as the residual falls; it need not be constant. The final $5\times10^{-14}$ is at rounding level. A separate test perturbs the solution and takes one step: halving the perturbation divides the remaining error by 3.61, where the small-perturbation limit is 4. Perturbations of the size used, with amplitudes 0.02 and 0.01, have not yet reached that limit.

Undamped iteration with the continued $f$ also converges here, in 15 steps instead of 9. The continuation makes the first full step usable, but this example can be solved without it: damped iteration with the original $f$, rejecting any trial whose residual is undefined, reaches the same solution from the same start in 6 steps. What the continuation adds is the exclusion of the spurious solution and, together with damping, the convergence proof.

The energy spread is no guide to step acceptance: it rises from 1.23 to 3.19 in the first step while the residual falls. Near convergence it becomes informative. Over the last two steps the residual drops from $1.8\times10^{-6}$ to $5\times10^{-14}$, but the spread settles at $2.409\times10^{-5}$. This plateau is discretization error, and more Newton steps cannot remove it.

Refinement does. Between 200 and 400 cells the raw spread falls from $9.636\times10^{-5}$ to $2.409\times10^{-5}$, a factor of 4.00. The corrected spread falls from $1.898\times10^{-8}$ to $1.186\times10^{-9}$, a factor of 16.0. Both agree with (\ref{drift}). The raw spread on 400 cells is $2\times10^{-5}$ of $S(\chi_w)$ but slightly larger than $C$ itself, so an uncorrected energy taken well inside the sheath can miss $C$ by an amount comparable with $C$. Close to the edge $f$ and $\chi'$ are small, and by (\ref{drift}) the error there is negligible.

A constant energy does not prove that the right trajectory has been found, since each value of $C$ has its own. The profile was therefore also compared with a high-order initial-value integration started with the slope from (\ref{length}). The largest difference in $\chi$ is $1.6\times10^{-5}$ on 400 cells and falls as $h^2$. The complete iteration and grid tables are in the numerical output.

\section{Failure modes}

\begin{itemize}
\item \textbf{Subsonic entry.} For $M<1$ the charge changes sign near the edge, the slope in (\ref{extend}) is negative, and the uniqueness arguments fail. A converged residual does not repair the model.
\item \textbf{Long domain.} At $M=1$ and $L>21.8$, $J$ may become singular at some trial profile. For other $M$, recompute $m$ and check $\mu_1>m$.
\item \textbf{Tolerance below rounding.} The second difference carries a rounding error of rough size $\epsilon\chi_w/h^2$, with $\epsilon$ the machine precision. If the tolerance lies well below this, the line search may find no further decrease and stop with an error. Refining $h$ raises this floor.
\item \textbf{Loose tolerance.} By (\ref{algerr}), an rms residual of $10^{-10}$ allows an rms error of up to $10^{-10}/0.003927=2.5\times10^{-8}$ in $\chi$. This must stay well below the discretization error if grid orders are to be measured.
\item \textbf{Wrong wall value.} The energy integral holds for any $\chi_w$. An error in the ion mass or in the flux balance passes it unseen, so the floating condition needs its own check.
\end{itemize}

\section*{Values computed for the example and the checks}
\begin{verbatim}
ion: argon, atomic mass 39.948 u; Te = 3.0 eV
edge density = 1.0e+16 m^-3; M = 1.0; L = 20.0 Debye
Debye length = 0.12876 mm; L = 2.5752 mm
Bohm speed = 2691.8 m/s
ion current density = 4.3128 A/m^2
chi_w = 4.678933; wall potential = -14.0368 V
S(chi_w) = 1.227653
C from quadrature = 2.184522e-05
edge slope: integral 0.0066099, Newton 0.0066099
wall slope: integral 1.5669554, Newton 1.5669552
wall slope for C = 0: 1.5669414
field magnitude, edge = 154.00 V/m
field magnitude, wall = 36508.8 V/m
lowest charge for M = 0.8: -0.03565 e n0
max(-f') = 0.020747
lowest eigenvalue of -D2 = 0.024674
lowest eigenvalue of -J on the path = 0.025225
Newton, 400 cells: 9 steps
step, factor, rms residual, energy spread, min chi
  0 0.00000 2.786e-01 1.225889e+00 0.0000
  1 1.00000 2.608e-01 3.193436e+00 -6.4318
  2 0.50000 1.255e-01 7.444651e-01 -2.0185
  3 0.50000 5.828e-02 1.819109e-01 -0.2982
  4 1.00000 5.502e-02 4.164330e-02 0.0000
  5 1.00000 3.378e-03 2.070546e-03 0.0000
  6 1.00000 1.941e-04 5.990034e-05 0.0000
  7 1.00000 1.811e-06 2.436793e-05 0.0000
  8 1.00000 1.933e-10 2.408862e-05 0.0000
  9 1.00000 5.028e-14 2.408860e-05 0.0000
cells, steps, raw spread, corrected spread, profile error
 100   9 3.8530e-04 3.0364e-07 2.4985e-04
 200   9 9.6364e-05 1.8979e-08 6.2415e-05
 400   9 2.4089e-05 1.1859e-09 1.5601e-05
 800   9 6.0223e-06 7.4133e-11 3.9005e-06
orders 200 to 400 cells: raw 2.000, corrected 4.000, profile 2.000
second start: max difference = 4.4e-16
error ratio on halving the perturbation = 3.609
first undamped step: min chi = -6.4318
undamped: 15 steps, residual 5.044e-14
undamped last change: one step 7.776e-09, two 4.137e-05
\end{verbatim}
